Thermal decomposition of a precursor vapour and its stability window

**Common data**

A metal-organic precursor vapour, dilute in nitrogen, passes through the hot zone of a reactor. It decomposes by one irreversible first-order step whose rate constant follows the Arrhenius law

k = A exp(−Ea/RT), A = 10¹³ s⁻¹, Ea = 150 kJ/mol.

Here Ea is the activation energy per mole, A does not depend on temperature, and R = 8.31446 J/(mol K). Unless a part says otherwise, every molecule spends t = 0.1 s at T = 600 K, the walls are inert, and collisions are frequent enough to keep the molecules in thermal equilibrium (the high-pressure limit). The decomposed fraction X is the fraction of precursor molecules lost. It is not the impurity content of a film.

**Part (a). The decomposed fraction**

Derive X as a function of k and t. Calculate k, X and the half-life, and compare X with the estimate kt.

*Model answer.* In a short time dt each surviving molecule decomposes with probability k dt, whatever its age. The number N of survivors therefore obeys

dN/dt = −kN.

Dividing by N and integrating from 0 to t at constant k gives

ln(N/N₀) = −kt, so N/N₀ = exp(−kt).

The lost fraction is the remainder:

X = 1 − exp(−kt).

For the numbers, define the reduced barrier b = Ea/RT:

RT = 8.31446 × 600 J/mol = 4.9887 kJ/mol

b = 150/4.9887 = 30.068

exp(−b) = 8.742 × 10⁻¹⁴

k = 10¹³ × 8.742 × 10⁻¹⁴ s⁻¹ = 0.874 s⁻¹

kt = 0.0874

X = 1 − exp(−0.0874) = 0.0837.

About 8 percent of the precursor decomposes. Setting N/N₀ = 1/2 gives the half-life ln 2/k = 0.79 s, about eight times the exposure.

The expansion X = kt − (kt)²/2 + … shows why the estimate kt = 8.74 percent is too high: it lets molecules that have already gone decompose again. The excess is 0.37 percentage points, or about 4 percent of X. For kt ≪ 1 the loss is proportional to time; for kt ≫ 1 it saturates at X = 1.

**Part (b). The upper edge of the stability window**

Find the highest temperature at which the loss in time t stays within an allowed fraction Xa. Evaluate it for Xa = 1 percent and t = 0.1 s, and discuss longer exposures.

*Model answer.* At the edge, 1 − Xa = exp(−kt). Taking the logarithm,

kt = −ln(1 − Xa) ≡ L.

Inserting the Arrhenius law gives A t exp(−Ea/RT) = L. Dividing by A t, taking the logarithm and changing the sign,

Ea/RT = ln(A t/L),

T_max = Ea/[R ln(A t/L)].

This requires A t > L, which holds here by many orders of magnitude. Since k rises with T, all lower temperatures also meet the limit. For the case asked,

L = −ln(0.99) = 0.01005

ln(A t/L) = ln(10¹²/0.01005) = 32.23

T_max = 150000/(8.31446 × 32.23) K = 560 K.

At a fixed limit of 1 percent, the edge falls to 522 K for 1 s and to 490 K for 10 s. The inverse edge temperature is linear in ln t:

1/T_max = (R/Ea) ln(A t/L).

Each tenfold increase in time therefore adds the same amount, R ln 10/Ea, to 1/T_max. The corresponding steps in T_max are large but slowly shrinking, 37 K and then 33 K.

A limit of 0.1 percent in 0.1 s also gives 522 K. For small losses L ≈ Xa, so the edge depends on the ratio t/Xa, and this ratio is the same as for 1 percent in 1 s.

This is the upper edge set by gas-phase decomposition. The lower edge of a process window is set by other requirements, such as volatility and surface reactivity, which this model does not contain.

**Part (c). Sensitivity to temperature and kinetic parameters**

Derive dX/dT at fixed t. Assess errors of 10 K in T, 5 kJ/mol in Ea and a factor of ten in A, each taken alone.

*Model answer.* By the chain rule dX/dT = (dX/dk)(dk/dT). The two factors are

dX/dk = t exp(−kt) = t(1 − X)

dk/dT = k Ea/(RT²),

the second because d(−Ea/RT)/dT = +Ea/(RT²). Hence

dX/dT = (1 − X) kt Ea/(RT²).

At 600 K, Ea/(RT²) = b/T = 0.0501 K⁻¹, so k changes by 5 percent per kelvin and

dX/dT = 0.916 × 0.0874 × 0.0501 K⁻¹ = 0.0040 K⁻¹,

or 0.40 percentage points per kelvin. The linear estimate for 10 K is ±4.0 points. The full formula gives 5.1 percent at 590 K and 13.3 percent at 610 K, so the rise exceeds the fall: over this range the curvature of the exponential in k outweighs the onset of depletion. At 650 K the loss is 59 percent, and at 700 K it is 99.8 percent.

Changing Ea by 5 kJ/mol, which is close to RT, changes k by a factor close to e. The loss becomes 21 percent for 145 kJ/mol and 3.2 percent for 155 kJ/mol. Changing A to 10¹² s⁻¹ gives 0.87 percent, and 10¹⁴ s⁻¹ gives 58 percent.

These changes treat A and Ea as independent. If both were fitted to rates measured near 600 K, their errors compensate there: a tenfold larger A gives the same k at 600 K if Ea is larger by RT ln 10 = 11.5 kJ/mol. The prediction is then more reliable near the fitted temperatures than the separate errors suggest. The compensation weakens away from those temperatures.

**Part (d). Spread of residence times and warm-up**

Find X (i) for a fully mixed vessel with mean residence time t, and (ii) when the first t_r = 10 ms of the exposure is a linear ramp from 300 K to 600 K.

*Model answer.* (i) In a fully mixed vessel each molecule has a constant chance 1/t per unit time of leaving. Its residence time t′ therefore has the probability density exp(−t′/t)/t. Averaging the survival probability,

∫₀^∞ (1/t) exp(−t′/t) exp(−kt′) dt′ = (1/t)/(1/t + k) = 1/(1 + kt),

so that

X = 1 − 1/(1 + kt) = kt/(1 + kt) = 0.0874/1.0874 = 8.0 percent.

The mean time is unchanged, but molecules that stay long contribute less than in proportion to their time, because they cannot decompose twice.

(ii) When k varies in time, kt in part (a) is replaced by ∫k dt. On the ramp dt = (t_r/D) dT′, with D = 300 K. Substitute y = Ea/(RT′). Since Ea/R = bT, this means T′ = bT/y and dT′ = −bT dy/y². Reversing the limits removes the minus sign:

∫k dt = (t_r/D) A bT ∫ exp(−y) y⁻² dy, from y = b to y = 2b.

The upper limit is 2b because the starting temperature is half the final one. Its contribution is smaller by roughly exp(−b) and is dropped. Integrating by parts twice gives

∫ exp(−y) y⁻² dy ≈ exp(−b)(1/b² − 2/b³),

with a next term 6/b² relative to the first, below 1 percent. Therefore

∫k dt ≈ k t_r [T/(bD)](1 − 2/b).

The factor multiplying k t_r is [600/(30.07 × 300)] × 0.933 = 0.062. The ramp thus counts as about 0.6 ms at 600 K, since the rate is appreciable only near its hot end. With the remaining 90 ms at full temperature,

∫k dt = 0.8742 × (0.0900 + 0.0006) = 0.0792, X = 7.6 percent.

**Part (e). Pressure falloff**

The pressure is 1 Torr, the precursor molar mass 250 g/mol, that of nitrogen 28 g/mol, and the collision diameter 0.6 nm. Model the molecule as s classical oscillators that decompose when one chosen oscillator holds at least Ea. Assume first that each collision restores a thermal energy distribution. Derive the rate constant and discuss s = 10, 20 and 30.

*Model answer.* Measure the molecular energy e in units of RT per mole. A classical oscillator has a constant density of states. Combining s of them gives a density proportional to e^(s−1), so the normalized thermal distribution is

f(e) = e^(s−1) exp(−e)/Γ(s).

If the chosen oscillator holds energy x, the other s − 1 have a density of states proportional to (e − x)^(s−2). The probability that x exceeds b is

∫_b^e (e − x)^(s−2) dx / ∫₀^e (e − x)^(s−2) dx = (1 − b/e)^(s−1).

With A as the rate at which the internal energy is redistributed, the decomposition rate at energy e > b is

k(e) = A(1 − b/e)^(s−1).

Collisions at rate w supply molecules to energy e at the rate w f(e)N. Molecules leave that energy by collision or decomposition, at the rate [w + k(e)]n(e). When the overall decay is slow compared with w, the two balance:

n(e) = N w f(e)/[w + k(e)].

Multiplying by k(e), integrating and dividing by N gives

k_uni = ∫_b^∞ f(e) w k(e)/[w + k(e)] de.

For w → ∞ the integrand becomes f(e)k(e). The powers of e cancel, leaving

(A/Γ(s)) ∫_b^∞ (e − b)^(s−1) exp(−e) de = A exp(−b),

which is the Arrhenius law. At lower pressure, energetic molecules decompose faster than collisions replace them, and k_uni falls below k.

The collision rate is w = (P/k_BT) π d² v_rel, where v_rel = √(8k_BT/πμ) is the mean relative speed and μ the reduced mass. The data give w = 1.3 × 10⁷ s⁻¹. The results are:

s = 10: k_uni/k = 0.39, X = 3.4 percent
s = 20: k_uni/k = 0.92, X = 7.7 percent
s = 30: k_uni/k = 0.99, X = 8.3 percent

The trend follows from the energy of the reacting molecules. In the high-pressure limit e − b is distributed as (e − b)^(s−1) exp[−(e − b)], with mean s. At e = b + s the decomposition rate is A[s/(s + b)]^(s−1). This is about 4 × 10⁷ s⁻¹ for s = 10, faster than collisions, but about 3 × 10⁵ s⁻¹ for s = 20, much slower. This single energy gives the ordering but not the size: k_uni/k is the average of w/[w + k(e)] over the whole distribution, and for s = 20 most of the 8 percent drop in k comes from molecules above the mean energy. The more oscillators share the energy, the longer the molecule waits for enough of it to gather in one place.

If one collision in ten is effective, represented roughly by replacing w with w/10, then s = 20 gives X = 6.2 percent. The efficiency of one in ten is an illustration, not a bound; collisions that transfer less energy lower X further. The number s is an effective parameter, so these values show the possible size of the effect and do not predict it for a particular molecule.

**Part (f). Tunnelling**

Suppose A and Ea come from a calculation with classical nuclei. Near its top the barrier is an inverted parabola with frequency ν. Its transmission probability is 1/[1 + exp(−2πy/u)], where y is the energy above the top in units of k_BT and u = hν/k_BT. Find the tunnelling correction to k for hν/hc = 200 and 1000 cm⁻¹.

*Model answer.* Classically all molecules with y > 0 pass and none with y < 0, so the thermal average is ∫₀^∞ exp(−y) dy = 1. The quantum average is therefore itself the correction factor:

κ = ∫ exp(−y)/[1 + exp(−2πy/u)] dy, from −∞ to ∞.

Put z = exp(−2πy/u). Then exp(−y) = z^p with p = u/2π, and dy = −p dz/z. The limits run from ∞ to 0, which absorbs the minus sign:

κ = p ∫₀^∞ z^(p−1)/(1 + z) dz = pπ/sin(pπ) = (u/2)/sin(u/2).

The standard integral used here converges for 0 < p < 1, that is, for u < 2π. The factor is 1.01 for 200 cm⁻¹, a value chosen to represent the motion of heavy fragments, and 1.29 for 1000 cm⁻¹, chosen to represent hydrogen transfer. From this factor alone the loss rises from 8.37 percent to 8.45 and 10.64 percent, respectively. It is not the whole quantum correction to a rate computed with classical nuclei, because the bound vibrations must also be quantized. A harmonic mode has the partition function 1/u classically and 1/[2 sinh(u/2)] in quantum mechanics, both measured from the bottom of the well. A reactant mode that turns into the reaction coordinate therefore multiplies k by sinh(u/2)/(u/2), which is about 5 for a 3000 cm⁻¹ stretch at 600 K. For hydrogen transfer this zero-point effect can exceed κ. If A and Ea were fitted to measured rates, tunnelling is already contained in them and the factor must not be applied again.

**Part (g). Reactive walls and the real reactor**

The hot zone is a tube of radius r = 10 mm. Each wall hit decomposes a precursor molecule with probability g. Find the g at which the wall matches the gas-phase rate, and X for g = 10⁻⁴. Then judge the result of part (a) for a real reactor.

*Model answer.* For molecules of mass m at number density n, the Maxwell distribution gives the one-sided flux n√(k_BT/2πm). The mean speed is v = √(8k_BT/πm), and the ratio of the two square roots is √(1/16) = 1/4, so the flux is nv/4. A tube has wall area 2/r per unit volume. Each molecule therefore hits the wall at the rate

(v/4)(2/r) = v/(2r) = 225.4/(2 × 0.010) s⁻¹ = 1.127 × 10⁴ s⁻¹,

and k_wall = g v/(2r). Setting k_wall = k gives

g = 0.874/(1.127 × 10⁴) = 7.8 × 10⁻⁵.

Fewer than one reactive hit in ten thousand is enough to double the decomposition rate. For g = 10⁻⁴, k_wall = 1.13 s⁻¹. The two independent loss rates add:

X = 1 − exp[−(0.874 + 1.127) × 0.1] = 18 percent.

This assumes a nearly uniform concentration across the tube. The wall removes molecules with an effective velocity gv/4, while diffusion supplies them with a velocity of order 𝒟/r. The rough estimate 𝒟 ≈ v²/(3w) makes the ratio of the two 0.03 at the matching value of g. This estimate of the diffusion coefficient is low for a heavy molecule in a light gas, so the true ratio is smaller still, and supply keeps up. For a much more reactive wall, diffusion would limit the rate of loss.

The conditions resemble a precursor pulse in a hot-wall atomic layer deposition reactor, where pressures near 1 Torr and pulses of roughly 0.1 s are typical. A temperature of 600 K is towards the high end for such processes. The kinetic parameters are round numbers and belong to no particular compound. The relevant time is the stay in the hot zone, which may differ from the pulse length. Real walls carry a growing film and need not be inert; in this model a reaction probability of only 10⁻⁴ moves the loss from 8 to 18 percent. Falloff acts the other way, but only on the gas-phase rate. It could halve the gas-phase loss or more if only about ten oscillators take part, while with g = 10⁻⁴ and s = 10 the total loss falls only from 18 to 14 percent. The figure of 8 percent is therefore secure as the consequence of the stated rate law. It is not a forecast for a particular reactor. That requires k for the actual compound, measured near the working temperature and pressure, and the wall loss. The numerical output below lists the values in more detail.

Computed results

```
Prefactor A: 1.0e+13 1/s
Activation energy Ea: 150.0 kJ/mol
Ea per molecule: 1.555 eV
Temperature T: 600 K
Exposure time t: 0.1 s
Gas constant R: 8.31446 J/(mol K)
RT: 4.9887 kJ/mol
Reduced barrier b: 30.0681 (no unit)
exp(-b): 8.7417e-14 (no unit)
Rate constant k: 0.8742 1/s
Product kt: 0.08742 (no unit)
Decomposed fraction X: 8.370 percent
X from integrated rate equation: 8.370 percent
Half-life: 0.793 s
Slope dX/dT: 0.401 percent points per K
Relative slope of k: 5.01 percent per K
X at 500 K: 0.021 percent
X at 550 K: 0.567 percent
X at 590 K: 5.116 percent
X at 610 K: 13.334 percent
X at 650 K: 58.657 percent
X at 700 K: 99.836 percent
Edge for 0.1 percent loss in 0.1 s: 522.3 K
Edge for 1 percent loss in 0.1 s: 559.7 K
Edge for 8 percent loss in 0.1 s: 599.1 K
Edge for 1 percent loss in 1 s: 522.4 K
Edge for 1 percent loss in 10 s: 489.8 K
X with Ea = 145 kJ/mol: 21.19 percent
X with Ea = 155 kJ/mol: 3.16 percent
X with A = 1e+12 1/s: 0.87 percent
X with A = 1e+14 1/s: 58.28 percent
X with A = 1e+15 1/s: 99.98 percent
X, fully mixed vessel: 8.04 percent
X, first 10 ms a ramp from 300 K: 7.62 percent
Pressure: 1.0 Torr
Precursor molar mass: 250 g/mol
Nitrogen molar mass used: 28 g/mol
Collision diameter: 0.6 nm
Collision rate w: 1.29e+07 1/s
Falloff s=10: k_uni/k = 0.393 (no unit), X = 3.38 percent
Falloff s=20: k_uni/k = 0.919 (no unit), X = 7.72 percent
Falloff s=30: k_uni/k = 0.988 (no unit), X = 8.28 percent
X, s=20, one collision in ten effective: 6.16 percent
Tunnelling at 200 1/cm: factor 1.010 (no unit), X = 8.45 percent
Tunnelling at 1000 1/cm: factor 1.287 (no unit), X = 10.64 percent
Tube radius: 10 mm
Precursor mean speed: 225.4 m/s
Wall hits per molecule: 1.127e+04 1/s
Wall probability matching gas rate: 7.76e-05 (no unit)
X with wall probability 1e-4: 18.14 percent
Wall uptake / diffusion supply: 0.033 (no unit)
```
